# Plane waves, FFT grids and memory for an ultrasoft calculation: test program

```python
"""
Plane-wave counts and FFT memory for an ultrasoft calculation in a cube.

Result under test: a cutoff E (Ry) in a cube of side L (bohr) keeps about
L^3 E^(3/2)/(6 pi^2) plane waves. Its alias-free FFT box needs 2M+1 points
per side, M = floor(L sqrt(E)/(2 pi)). A complex array takes 16 n^3 bytes.
Integer triples m label wave vectors G = (2 pi/L) m.
The coarse grid holds products of orbitals; the dense grid also holds
the sharper augmentation charge.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.fft import fftn, ifftn, next_fast_len
from scipy.special import erfc

side = 20.0
cutoffs = {"orbital": 30.0, "coarse": 120.0, "dense": 300.0}
gaussian_width = 0.25
rng = np.random.default_rng(7)


def index_radius(energy):
    return side * math.sqrt(energy) / (2 * math.pi)


def volume_estimate(energy):
    return side**3 * energy**1.5 / (6 * math.pi**2)


def enumerate_sphere(energy):
    """All integer triples whose kinetic energy is within the cutoff."""
    limit = math.ceil(index_radius(energy)) + 1
    axis = np.arange(-limit, limit + 1)
    kinetic = (2 * math.pi / side)**2 * (
        axis[:, None, None]**2 + axis[None, :, None]**2
        + axis[None, None, :]**2)
    return np.argwhere(kinetic <= energy) - limit


def count_at_k(energy, shift):
    """Number of plane waves at fractional k vector shift."""
    limit = math.ceil(index_radius(energy)) + 1
    axis = np.arange(-limit, limit + 1)
    x, y, z = [(axis + s)**2 for s in shift]
    kinetic = (2 * math.pi / side)**2 * (
        x[:, None, None] + y[None, :, None] + z[None, None, :])
    return np.count_nonzero(kinetic <= energy)


def allowed_length(minimum, primes):
    n = minimum
    while True:
        rest = n
        for prime in primes:
            while rest % prime == 0:
                rest //= prime
        if rest == 1:
            return n
        n += 1


def places(triples, n):
    return tuple((triples % n).T)


def distinct_places(triples, n):
    flat = np.ravel_multi_index(places(triples, n), (n, n, n))
    return np.unique(flat).size


# The kinetic energy of a wave vector of 1/bohr is one rydberg.
bohr = const.physical_constants["Bohr radius"][0]
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]
kinetic_unit = const.hbar**2 / (2 * const.m_e * bohr**2)
assert abs(kinetic_unit / rydberg - 1) < 1e-8

# Direct enumeration against the continuous volume estimate.
spheres = {name: enumerate_sphere(e) for name, e in cutoffs.items()}
counts = {name: len(vectors) for name, vectors in spheres.items()}
max_index = {name: int(np.abs(v).max()) for name, v in spheres.items()}
for name, energy in cutoffs.items():
    # A discrete spherical surface causes a small finite-size error.
    assert abs(counts[name] / volume_estimate(energy) - 1) < 0.02
    assert max_index[name] == math.floor(index_radius(energy))

# The volume formula is the average over the Brillouin zone.
mesh = (np.arange(4) + 0.5) / 4 - 0.5
k_counts = [count_at_k(cutoffs["orbital"], shift)
            for shift in itertools.product(mesh, repeat=3)]
k_average = float(np.mean(k_counts))
# The remaining error comes from the finite k mesh.
assert abs(k_average / volume_estimate(cutoffs["orbital"]) - 1) < 0.002

# Smallest collision-free boxes and convenient FFT lengths.
minimum, chosen, with_seven = {}, {}, {}
for name in ("coarse", "dense"):
    minimum[name] = 2 * math.floor(index_radius(cutoffs[name])) + 1
    n = minimum[name]
    assert distinct_places(spheres[name], n) == counts[name]
    assert distinct_places(spheres[name], n - 1) < counts[name]
    chosen[name] = allowed_length(n, (2, 3, 5))
    with_seven[name] = allowed_length(n, (2, 3, 5, 7))
    assert chosen[name] == next_fast_len(n, real=True)

# Random normalized orbital with every allowed plane wave present.
orbital = spheres["orbital"]
coeff = rng.normal(size=len(orbital)) + 1j * rng.normal(size=len(orbital))
coeff /= np.linalg.norm(coeff)
m_orb = max_index["orbital"]
coeff_box = np.zeros((2 * m_orb + 1,) * 3, complex)
coeff_box[tuple((orbital + m_orb).T)] = coeff


def orbital_on_grid(n):
    box = np.zeros((n, n, n), complex)
    box[places(orbital, n)] = coeff
    return ifftn(box) * n**3


def density_coefficients(n):
    return fftn(np.abs(orbital_on_grid(n))**2) / n**3


def direct_density_coefficient(vector):
    target = orbital + np.array(vector)
    inside = np.all(np.abs(target) <= m_orb, axis=1)
    shifted = coeff_box[tuple((target[inside] + m_orb).T)]
    return np.sum(shifted * coeff[inside].conj())


n_min = minimum["coarse"]
density_min = density_coefficients(n_min)
edge = (2 * m_orb, 0, 0)
for vector in (edge, (20, -11, 5), (3, 7, -18)):
    direct = direct_density_coefficient(vector)
    assert abs(density_min[vector] - direct) < 1e-12
edge_exact = direct_density_coefficient(edge)
density_small = density_coefficients(n_min - 1)
alias_error = abs(density_small[edge] - edge_exact) / abs(edge_exact)
assert alias_error > 0.5

# Orbital products contain nothing beyond four times the orbital cutoff.
n_coarse, n_dense = chosen["coarse"], chosen["dense"]
density_coarse = density_coefficients(n_coarse)
outside = density_coarse.copy()
outside[places(spheres["coarse"], n_coarse)] = 0
assert np.abs(outside).max() < 1e-12

# Fourier zero filling transfers the smooth density exactly.
padded = np.zeros((n_dense,) * 3, complex)
padded[places(spheres["coarse"], n_dense)] = density_coarse[
    places(spheres["coarse"], n_coarse)]
transferred = ifftn(padded) * n_dense**3
direct_dense = np.abs(orbital_on_grid(n_dense))**2
transfer_error = np.abs(transferred - direct_dense).max() / direct_dense.max()
assert transfer_error < 1e-10

# A filtered potential times an orbital is exact in the orbital sphere.
potential = np.zeros((n_min,) * 3, complex)
potential_values = (rng.normal(size=counts["coarse"])
                    + 1j * rng.normal(size=counts["coarse"]))
potential[places(spheres["coarse"], n_min)] = potential_values
product = fftn(ifftn(potential) * n_min**3 * orbital_on_grid(n_min)) / n_min**3
m_pot = max_index["coarse"]
potential_box = np.zeros((2 * m_pot + 1,) * 3, complex)
potential_box[tuple((spheres["coarse"] + m_pot).T)] = potential_values
for vector in ((m_orb, 0, 0), (-m_orb, 0, 0), (4, -9, 2)):
    difference = np.array(vector) - orbital
    direct = np.sum(potential_box[tuple((difference + m_pot).T)] * coeff)
    assert abs(product[vector] - direct) < 1e-10

# Sharp model charge: reciprocal sum against the continuous tail formula.
peak = (2 * math.pi * gaussian_width**2)**-1.5
lost = {}
for name in ("coarse", "dense"):
    g_squared = (2 * math.pi / side)**2 * np.sum(spheres[name]**2, axis=1)
    retained = np.exp(-g_squared * gaussian_width**2 / 2).sum() / side**3
    lost[name] = 1 - retained / peak
    x = gaussian_width * math.sqrt(cutoffs[name] / 2)
    formula = erfc(x) + 2 * x / math.sqrt(math.pi) * math.exp(-x*x)
    # The sum has a discrete surface, while the formula is an integral.
    assert abs(lost[name] / formula - 1) < 0.03
assert lost["dense"] < lost["coarse"] / 50

# Memory is read from arrays that are actually allocated.
complex_bytes, real_bytes = {}, {}
for name, n in chosen.items():
    complex_bytes[name] = np.empty((n, n, n), np.complex128).nbytes
    real_bytes[name] = np.empty((n, n, n), np.float64).nbytes
    assert complex_bytes[name] == 16 * n**3
    assert real_bytes[name] == 8 * n**3

print(f"Cube side: {side:.1f} bohr; volume: {side**3:.0f} bohr^3")
print(f"Reciprocal spacing: {2*math.pi/side:.6f} bohr^-1")
for name, energy in cutoffs.items():
    estimate = volume_estimate(energy)
    print(f"{name} cutoff: {energy:.0f} Ry")
    print(f"  largest G: {math.sqrt(energy):.4f} bohr^-1")
    print(f"  index radius R: {index_radius(energy):.4f}")
    print(f"  largest index M: {max_index[name]}")
    print(f"  volume estimate: {estimate:.0f} plane waves")
    print(f"  exact count at k=0: {counts[name]} plane waves")
    print(f"  count minus estimate: {100*(counts[name]/estimate-1):.3f} %")
print(f"Orbital count, average over {len(k_counts)} k: {k_average:.1f}")
print(f"Orbital count, range over k: {min(k_counts)} to {max(k_counts)}")
for name in ("coarse", "dense"):
    n = chosen[name]
    print(f"{name} FFT grid: minimum {minimum[name]}, chosen {n} per side")
    print(f"  length if factor 7 is allowed: {with_seven[name]}")
    print(f"  grid points: {n**3}; spacing: {side/n:.4f} bohr")
    print(f"  sphere/grid count ratio: {counts[name]/n**3:.4f}")
    print(f"  complex array: {complex_bytes[name]/1e6:.3f} MB"
          f" = {complex_bytes[name]/2**20:.3f} MiB")
    print(f"  real array: {real_bytes[name]/1e6:.3f} MB")
    print(f"  Gaussian peak lost: {100*lost[name]:.4f} %")
print(f"Gaussian width: {gaussian_width:.2f} bohr")
print(f"One orbital, sphere coefficients: {coeff.nbytes/1e6:.4f} MB")
print(f"Coarse grid/orbital memory: {complex_bytes['coarse']/coeff.nbytes:.2f}")
print(f"Dense/coarse plane-wave ratio: {counts['dense']/counts['coarse']:.3f}")
print(f"Dense/coarse memory ratio: "
      f"{complex_bytes['dense']/complex_bytes['coarse']:.3f}")
print(f"Relative edge error on {n_min-1}-point grid: {alias_error:.3f}")
print(f"Relative density transfer error: {transfer_error:.1e}")
print("PASS")
```

It prints:

```
Cube side: 20.0 bohr; volume: 8000 bohr^3
Reciprocal spacing: 0.314159 bohr^-1
orbital cutoff: 30 Ry
  largest G: 5.4772 bohr^-1
  index radius R: 17.4346
  largest index M: 17
  volume estimate: 22198 plane waves
  exact count at k=0: 22119 plane waves
  count minus estimate: -0.357 %
coarse cutoff: 120 Ry
  largest G: 10.9545 bohr^-1
  index radius R: 34.8691
  largest index M: 34
  volume estimate: 177587 plane waves
  exact count at k=0: 177509 plane waves
  count minus estimate: -0.044 %
dense cutoff: 300 Ry
  largest G: 17.3205 bohr^-1
  index radius R: 55.1329
  largest index M: 55
  volume estimate: 701974 plane waves
  exact count at k=0: 701475 plane waves
  count minus estimate: -0.071 %
Orbital count, average over 64 k: 22202.8
Orbital count, range over k: 22177 to 22222
coarse FFT grid: minimum 69, chosen 72 per side
  length if factor 7 is allowed: 70
  grid points: 373248; spacing: 0.2778 bohr
  sphere/grid count ratio: 0.4756
  complex array: 5.972 MB = 5.695 MiB
  real array: 2.986 MB
  Gaussian peak lost: 5.7614 %
dense FFT grid: minimum 111, chosen 120 per side
  length if factor 7 is allowed: 112
  grid points: 1728000; spacing: 0.1667 bohr
  sphere/grid count ratio: 0.4059
  complex array: 27.648 MB = 26.367 MiB
  real array: 13.824 MB
  Gaussian peak lost: 0.0309 %
Gaussian width: 0.25 bohr
One orbital, sphere coefficients: 0.3539 MB
Coarse grid/orbital memory: 16.87
Dense/coarse plane-wave ratio: 3.952
Dense/coarse memory ratio: 4.630
Relative edge error on 68-point grid: 1.000
Relative density transfer error: 1.1e-15
PASS
```
